# Ion transport in a continuum electrolyte: Boltzmann-preserving fluxes and positive implicit steps: verification in Python

```python
# RESULT UNDER TEST
# The Scharfetter-Gummel flux on a link of length h,
#   J = (D/h) [B(u) c_left - B(-u) c_right],  B(u) = u/(exp(u)-1),
#   u = z (phi_right - phi_left),
# vanishes exactly at the Boltzmann ratio c_right/c_left = exp(-u), and
# backward Euler steps built on it keep concentrations positive for any step.
# Symbols: phi potential in kT/e; c concentration / initial salt; z charge
# number; D diffusivity (nm2/ns); lam Debye length (nm); ell = permittivity /
# compact-layer capacitance (nm); v node volumes (nm); times in ns.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, solve_bvp
from scipy.linalg import solve_banded
from scipy.optimize import brentq

# ---------- inputs of the example (rough typical values) ----------
T, eps_r, salt_mM, gap, volts = 298.0, 78.0, 10.0, 100.0, 0.4
D_cm2s = (1.3e-5, 2.0e-5)
C_S = 20.0                                   # uF/cm2
kT = sc.k * T
eps = eps_r * sc.epsilon_0
n0 = salt_mM * sc.N_A                        # mM equals mol/m3
lam = np.sqrt(eps * kT / (2 * sc.e**2 * n0)) * 1e9
ell = eps / (C_S * 1e-2) * 1e9
D_ions = tuple(d * 1e5 for d in D_cm2s)      # cm2/s -> nm2/ns
V_red = volts * sc.e / kT
charge_unit = eps * kT / sc.e * 1e9 * 100    # (kT/e per nm) -> uC/cm2
kappa = 1 / (2 * lam**2)
Z = (1, -1)


def bernoulli(u):
    u = np.asarray(u, float)
    small = np.abs(u) < 1e-12
    w = np.where(small, 1.0, u)
    return np.where(small, 1 - u / 2, w / np.expm1(w))


def bernoulli_slope(u):
    small = np.abs(u) < 1e-3
    w = np.where(small, 1.0, u)
    return np.where(small, -0.5 + u / 6 - u**3 / 180,
                    (1 - bernoulli(-w)) / np.expm1(w))


def centred(u):
    return 1 - np.asarray(u, float) / 2


def link_flux(c, phi, z, D, h, weight=bernoulli):
    u = z * np.diff(phi)
    return D / h * (weight(u) * c[:-1] - weight(-u) * c[1:])


def outflow(c, phi, z, D, h):
    J = link_flux(c, phi, z, D, h)
    return np.diff(np.concatenate(([0.0], J, [0.0])))


def implicit_bands(phi, z, D, h, v, dt, weight=bernoulli):
    u = z * np.diff(phi)
    right, left = dt * D / h * weight(u), dt * D / h * weight(-u)
    bands = np.zeros((3, len(v)))
    bands[1] = v
    bands[1, :-1] += right
    bands[1, 1:] += left
    bands[0, 1:] = -left
    bands[2, :-1] = -right
    return bands


def frozen_step(c, phi, z, D, h, v, dt, weight=bernoulli):
    bands = implicit_bands(phi, z, D, h, v, dt, weight)
    return solve_banded((1, 1), bands, v * c)


class Cell:
    def __init__(self, nodes, V, D):
        s = np.linspace(-1, 1, nodes)
        self.x = gap / 2 * (1 + np.tanh(2.5 * s) / np.tanh(2.5))
        self.h = np.diff(self.x)
        self.v = np.zeros(nodes)
        self.v[:-1] += self.h / 2
        self.v[1:] += self.h / 2
        self.E = np.diff(np.eye(nodes), axis=0)
        self.A = self.E.T @ (self.E / self.h[:, None])
        self.A[0, 0] += 1 / ell
        self.A[-1, -1] += 1 / ell
        self.b = np.zeros(nodes)
        self.b[0], self.b[-1] = V / (2 * ell), -V / (2 * ell)
        self.V, self.D = V, D

    def start(self):
        c = np.ones((2, len(self.v)))
        return c, self.potential(c)

    def potential(self, c):
        return np.linalg.solve(self.A, kappa * self.v * (c[0] - c[1]) + self.b)

    def ions(self, c_old, phi, dt):
        return np.array([frozen_step(c_old[k], phi, Z[k], self.D[k],
                                     self.h, self.v, dt) for k in (0, 1)])

    def advance(self, c_old, phi, dt):
        """Coupled backward Euler step: Newton on the potential alone."""
        phi = phi.copy()
        for _ in range(80):
            c = self.ions(c_old, phi, dt)
            G = self.A @ phi - kappa * self.v * (c[0] - c[1]) - self.b
            jac = self.A.copy()
            for k, z in enumerate(Z):
                u = z * np.diff(phi)
                slope = self.D[k] / self.h * (bernoulli_slope(u) * c[k, :-1]
                                              + bernoulli_slope(-u) * c[k, 1:])
                rhs = dt * z * (self.E.T @ (slope[:, None] * self.E))
                bands = implicit_bands(phi, z, self.D[k], self.h, self.v, dt)
                dc = solve_banded((1, 1), bands, rhs)
                jac -= kappa * z * self.v[:, None] * dc
            dphi = np.linalg.solve(jac, -G)
            size = np.max(np.abs(dphi))
            phi += dphi * min(1.0, 2.0 / max(size, 1e-300))
            if size < 1e-9:
                return self.ions(c_old, phi, dt), phi
        raise RuntimeError("Newton iteration did not converge")

    def charge(self, phi):                   # left electrode, kT/e per nm
        return (self.V / 2 - phi[0]) / ell

    def free_energy(self, c):
        q = self.v * (c[0] - c[1])
        return (np.sum(self.v * c * (np.log(c) - 1))
                + 0.5 * kappa * q @ np.linalg.solve(self.A, q)
                + q @ np.linalg.solve(self.A, self.b))

    def dissipation(self, c, phi):
        total = 0.0
        for k, z in enumerate(Z):
            J = link_flux(c[k], phi, z, self.D[k], self.h)
            total += np.sum(J * np.diff(np.log(c[k]) + z * phi))
        return total

    def settle(self):
        c, phi = self.start()
        for _ in range(8):
            c, phi = self.advance(c, phi, 1e4)
        return c, phi


# ---------- flux formula against direct integration of Nernst-Planck ----------
flux_error = 0.0
for u in (-8.0, -1.0, 1e-6, 3.0, 8.0):
    h1, D1, cl, cr = 0.7, 1.3, 1.3, 0.4
    J = link_flux(np.array([cl, cr]), np.array([0.0, u]), 1, D1, h1)[0]
    sol = solve_ivp(lambda x, c: -J / D1 - c * u / h1, (0, h1), [cl],
                    method="DOP853", rtol=1e-12, atol=1e-13)
    flux_error = max(flux_error, abs(sol.y[0, -1] / cr - 1))
assert flux_error < 1e-7

# ---------- rough frozen potentials: Boltzmann end state, positivity ----------
rng = np.random.default_rng(4)
n = 12
h_u, v_u = np.ones(n - 1), np.ones(n)
boltz_error = 0.0
for z in (1, -1, 2):
    phi = rng.uniform(-5, 5, n) / abs(z)
    c = np.ones(n)
    for _ in range(15):
        c = frozen_step(c, phi, z, 1.0, h_u, v_u, 1e6)
    target = np.exp(-z * phi)
    dev = np.log(c / c.sum()) - np.log(target / target.sum())
    boltz_error = max(boltz_error, np.max(np.abs(dev)))
assert boltz_error < 1e-8

trials, lowest = 600, np.inf
for _ in range(trials):
    phi = rng.uniform(-15, 15, n)
    c = rng.random(n) * (rng.random(n) < 0.4)
    c[rng.integers(n)] = 1.0
    dt = 10 ** rng.uniform(-3, 6)
    lowest = min(lowest, frozen_step(c, phi, 1, 1.0, h_u, v_u, dt).min())
assert lowest > 0

# two nodes, one large potential jump: end ratio of both discretizations
u_jump = 3.0
ratios = []
for weight in (bernoulli, centred):
    c = np.ones(2)
    for _ in range(15):
        c = frozen_step(c, np.array([0, u_jump]), 1, 1.0, np.ones(1),
                        np.ones(2), 1e3, weight)
    ratios.append(c[1] / c[0])
assert abs(ratios[0] - np.exp(-u_jump)) < 1e-10 and ratios[1] < 0

# explicit limit, and Crank-Nicolson losing positivity on a spike
phi = rng.uniform(-5, 5, n)
leave = implicit_bands(phi, 1, 1.0, h_u, v_u, 1.0)[1] - v_u
worst = np.argmax(leave / v_u)
dt_lim = v_u[worst] / leave[worst]
spike = np.zeros(n)
spike[worst] = 1.0
for _ in range(50):
    c = rng.random(n)
    new = c - 0.999 * dt_lim * outflow(c, phi, 1, 1.0, h_u) / v_u
    assert new.min() > -1e-14
new = spike - 1.01 * dt_lim * outflow(spike, phi, 1, 1.0, h_u) / v_u
assert new.min() < 0
dt = 20 * dt_lim
half = implicit_bands(phi, 1, 1.0, h_u, v_u, dt / 2)
rhs = v_u * spike - dt / 2 * outflow(spike, phi, 1, 1.0, h_u)
cn_min = solve_banded((1, 1), half, rhs).min()
be_min = frozen_step(spike, phi, 1, 1.0, h_u, v_u, dt).min()
assert cn_min < 0 < be_min


# ---------- continuous Poisson-Boltzmann problem with fixed ion content ------
def pb_charge(ell_layer):
    a = gap / 2

    def rhs(y, f, p):
        return np.vstack((f[1], p[0] / lam**2 * np.sinh(f[0]), np.cosh(f[0])))

    def ends(f0, fa, p):
        return np.array([f0[0], f0[2], fa[0] + ell_layer * fa[1] - V_red / 2,
                         p[0] * fa[2] - a])
    y = a * (1 - np.linspace(1, 0, 300)**2)
    guess = 2.5 * np.exp((y - a) / lam)
    sol = solve_bvp(rhs, ends, y, np.vstack((guess, guess / lam, y)), p=[0.8],
                    tol=1e-8, max_nodes=20000)
    assert sol.success
    return sol.y[1, -1], sol.p[0]


pb_sigma, pb_mid = pb_charge(ell)
pb_half, _ = pb_charge(2 * ell)
coarse = Cell(61, V_red, D_ions)
cell = Cell(121, V_red, D_ions)
_, phi_c = coarse.settle()
c_end, phi_end = cell.settle()
err_c = coarse.charge(phi_c) - pb_sigma
err_f = cell.charge(phi_end) - pb_sigma
assert abs(err_f / pb_sigma) < 3e-3 and 3.5 < err_c / err_f < 4.5
end_dev = max(np.max(np.abs(np.diff(np.log(c_end[k]) + Z[k] * phi_end)))
              for k in (0, 1))
assert end_dev < 1e-8

# ---------- small-signal charging rate against the mode equation ----------
D_eq = 1.5


def mode(g):
    k, a = np.sqrt(1 / lam**2 - g / D_eq), gap / 2
    slope = (1 / (lam**2 * k) - k) / 2
    return (-np.tanh(k * a) / (2 * lam**2 * k**2) - ell / (2 * lam**2 * k)
            + slope * (a + ell))


tau_mode = 1 / brentq(mode, 0.0, 0.5 * D_eq / lam**2)
tau_thin = lam**2 * gap / 2 / (D_eq * (lam + ell))
weak = Cell(121, 0.01, (D_eq, D_eq))
c, phi = weak.start()
sig = []
for _ in range(40):
    c, phi = weak.advance(c, phi, 5.0)
    sig.append(weak.charge(phi))
shrink = (sig[-1] - sig[-2]) / (sig[-2] - sig[-3])
tau_code = 5.0 / (1 / shrink - 1)
assert abs(tau_code / tau_mode - 1) < 5e-3   # spatial grid error

# ---------- charging run with three time grids ----------
t_end, t_scale = 2000.0, 5.0


def march(steps):
    t = t_scale * np.expm1(np.log1p(t_end / t_scale)
                           * np.arange(steps + 1) / steps)
    c, phi = cell.start()
    out, low, F = [cell.charge(phi)], 1.0, cell.free_energy(c)
    F0 = F
    for dt in np.diff(t):
        c, phi = cell.advance(c, phi, dt)
        F_new, loss = cell.free_energy(c), dt * cell.dissipation(c, phi)
        assert loss <= 1e-12 and F_new - F <= loss + 1e-8
        assert c.min() > 0
        assert np.max(np.abs(c @ cell.v / gap - 1)) < 1e-9
        F, low = F_new, min(low, c.min())
        out.append(cell.charge(phi))
    return t, np.array(out) * charge_unit, low, F - F0


_, s60, _, _ = march(60)
t120, s120, _, _ = march(120)
t240, s240, low_run, dF = march(240)
order_ratio = (s60[20] - s120[40]) / (s120[40] - s240[80])
assert 1.6 < order_ratio < 2.4
s_ext = 2 * s240[::2] - s120
sigma_end = cell.charge(phi_end) * charge_unit
level = s_ext[0] + (1 - np.exp(-1)) * (sigma_end - s_ext[0])
first = np.argmax(s_ext >= level)
t63 = np.interp(level, s_ext[first - 1:first + 1], t120[first - 1:first + 1])

# ---------- lagged potential: positive but not stable at large steps ----------
tau_debye = lam**2 / np.mean(D_ions)
dt_big = 50.0

# one lagged step on a weak symmetric charge pattern in an uncharged cell
flat = Cell(121, 0.0, (D_eq, D_eq))
k_even = 2 * np.pi / gap
wave = 1e-4 * np.cos(k_even * flat.x)
seed = np.array([1 + wave, 1 - wave])
after = flat.ions(seed, flat.potential(seed), dt_big)
centre = len(flat.x) // 2
growth = (after[0] - after[1])[centre] / (seed[0] - seed[1])[centre]
growth_formula = ((1 - dt_big * D_eq / lam**2)
                  / (1 + dt_big * D_eq * k_even**2))
assert abs(growth / growth_formula - 1) < 0.02   # spatial grid error


def lagged(dt, steps):
    """Largest late changes of nodal potential and charge, lowest c, charge."""
    c, phi = cell.start()
    low, d_phi, d_sig = 1.0, [], []
    for _ in range(steps):
        c = cell.ions(c, phi, dt)
        new_phi = cell.potential(c)
        low = min(low, c.min())
        d_phi.append(np.max(np.abs(new_phi - phi)))
        d_sig.append(abs(cell.charge(new_phi) - cell.charge(phi)))
        phi = new_phi
    return (max(d_phi[-10:]), max(d_sig[-10:]) * charge_unit / sigma_end,
            low, cell.charge(phi) * charge_unit)


jump_big, sig_jump_big, low_big, _ = lagged(dt_big, 40)
jump_small, _, low_small, sig_small = lagged(0.2 * tau_debye, 1500)
c, phi = cell.start()
for _ in range(120):
    phi_before = phi
    c, phi = cell.advance(c, phi, dt_big)
jump_coupled = np.max(np.abs(phi - phi_before))
assert low_big >= 0, low_big
assert low_small > 0, low_small
assert jump_big > 0.1, jump_big
assert jump_small < 1e-3, jump_small
assert abs(sig_small / sigma_end - 1) < 0.01, sig_small
assert jump_coupled < 1e-3, jump_coupled

# ---------- explicit limit on the example grid; neglected effects ----------
dt_explicit = min(np.min(cell.v / (implicit_bands(
    phi_end, Z[k], D_ions[k], cell.h, cell.v, 1.0)[1] - cell.v))
    for k in (0, 1))
mid = len(cell.v) // 2
wall = c_end[0, -1]
both = c_end[0, -1] + c_end[1, -1]
field = sigma_end * 1e-2 / eps               # V/m
drop_S = sigma_end / C_S
d_layer, d_ion = 0.35, 0.6                   # nm, rough
l_B = sc.e**2 / (4 * np.pi * eps * kT) * 1e9
crowd = both * n0 * (d_ion * 1e-9)**3
y = 1.4e-8 * field                           # rough water orientation constant
n2 = 1.8                                     # rough optical permittivity
eps_loc = n2 + (eps_r - n2) * 3 / y * (1 / np.tanh(y) - 1 / y)
leak = 10e3 * t_end * 1e-9 / sigma_end       # 10 mA/cm2 in uA/cm2
heat = sigma_end * 1e-2 * volts / (4.2e6 * gap * 1e-9)

print(f"temperature {T:.0f} K, relative permittivity {eps_r:.0f}")
print(f"salt {salt_mM:.0f} mM, gap {gap:.0f} nm, applied {volts:.1f} V")
print(f"D cation, anion: {D_cm2s[0]:.1e}, {D_cm2s[1]:.1e} cm2/s")
print(f"compact layer C_S {C_S:.0f} uF/cm2, ell {ell:.3f} nm")
print(f"kT/e {kT/sc.e*1e3:.2f} mV, applied {V_red:.2f} kT/e")
print(f"Debye length {lam:.3f} nm, Debye time {tau_debye:.2f} ns")
print(f"flux formula vs ODE, max relative error {flux_error:.0e}")
print(f"frozen potentials: max log error vs Boltzmann {boltz_error:.0e}")
print(f"u = {u_jump:.0f}: Boltzmann ratio {np.exp(-u_jump):.5f}")
print(f"  Scharfetter-Gummel {ratios[0]:.5f}, centred {ratios[1]:.5f}")
print(f"random implicit steps {trials}, lowest c {lowest:.1e} (relative)")
print("spike, step = 20 explicit limits: lowest c (relative)")
print(f"  Crank-Nicolson {cn_min:.3f}, backward Euler {be_min:.1e}")
print(f"nodes {len(cell.v)}, link min {cell.h.min():.3f} nm, "
      f"max {cell.h.max():.2f} nm")
print(f"small-signal time, D = {D_eq*1e-5:.1e} cm2/s both ions:")
print(f"  mode equation {tau_mode:.2f} ns, solver {tau_code:.2f} ns, "
      f"thin layer {tau_thin:.2f} ns")
print("time (ns), charge (uC/cm2) with 120 steps, 240 steps, extrapolated")
for j in range(0, 121, 20):
    print(f"  {t120[j]:7.1f} {s120[j]:.4f} {s240[2*j]:.4f} {s_ext[j]:.4f}")
print(f"time to 63.2 % of the charge rise {t63:.1f} ns")
print(f"time-step error ratio on halving {order_ratio:.2f}")
print(f"lowest c during charging {low_run*salt_mM:.4f} mM")
print(f"free energy change {dF*kT*n0*1e-9*1e2:.4f} uJ/cm2")
print(f"final charge {sigma_end:.4f} uC/cm2")
print(f"  Poisson-Boltzmann {pb_sigma*charge_unit:.4f} uC/cm2")
print(f"grid error ratio 61 to 121 nodes {err_c/err_f:.2f}")
print(f"final cation: wall {wall*salt_mM:.1f} mM, "
      f"middle {c_end[0, mid]*salt_mM:.3f} mM")
print(f"  ratio {wall/c_end[0, mid]:.4f}, Boltzmann "
      f"{np.exp(phi_end[mid]-phi_end[-1]):.4f}")
print(f"  max log error per link {end_dev:.0e}")
print(f"drop: diffuse {abs(phi_end[-1])*kT/sc.e:.4f} V, "
      f"compact {drop_S:.4f} V per electrode")
print(f"explicit step limit {dt_explicit:.1e} ns, "
      f"largest step used {np.diff(t240).max():.1f} ns")
print(f"lagged growth per {dt_big:.0f} ns step, symmetric pattern: "
      f"{growth:.3f}, formula {growth_formula:.3f}")
print(f"late potential change per {dt_big:.0f} ns step: "
      f"lagged {jump_big:.2f}, coupled {jump_coupled:.0e} kT/e")
print(f"  lagged: charge jump / final charge {sig_jump_big:.3f}, "
      f"lowest c {low_big:.1e} (relative)")
print(f"  lagged, step {0.2*tau_debye:.2f} ns: {jump_small:.0e} kT/e, "
      f"charge {sig_small:.4f} uC/cm2")
print(f"C_S halved: final charge {pb_half*charge_unit:.4f} uC/cm2")
print(f"wall field: diffuse {field*1e-8:.3f} MV/cm, compact "
      f"{drop_S/(d_layer*1e-9)*1e-8:.1f} MV/cm (0.35 nm)")
print(f"image energy at 0.35 nm {l_B/(4*d_layer):.2f} kT (size)")
print(f"ln activity coefficient: bulk {-l_B/(2*lam):.3f}, "
      f"wall {-l_B/(2*lam)*np.sqrt(both/2):.3f}")
print(f"ion volume fraction at wall {crowd*100:.1f} % (0.6 nm ions)")
print(f"permittivity at wall field {eps_loc:.1f} (rough)")
print(f"leak of 10 mA/cm2 over the run {leak*100:.2f} % of charge")
print(f"heating, upper bound {heat:.3f} K")
print(f"bath at 323 K, D +2 %/K: rates x {np.exp(0.02*25):.2f} (rough)")
print("all good")
```

It prints:

```
temperature 298 K, relative permittivity 78
salt 10 mM, gap 100 nm, applied 0.4 V
D cation, anion: 1.3e-05, 2.0e-05 cm2/s
compact layer C_S 20 uF/cm2, ell 3.453 nm
kT/e 25.68 mV, applied 15.58 kT/e
Debye length 3.032 nm, Debye time 5.57 ns
flux formula vs ODE, max relative error 9e-10
frozen potentials: max log error vs Boltzmann 3e-14
u = 3: Boltzmann ratio 0.04979
  Scharfetter-Gummel 0.04979, centred -0.20000
random implicit steps 600, lowest c 7.0e-39 (relative)
spike, step = 20 explicit limits: lowest c (relative)
  Crank-Nicolson -0.816, backward Euler 6.8e-06
nodes 121, link min 0.059 nm, max 2.11 nm
small-signal time, D = 1.5e-05 cm2/s both ions:
  mode equation 48.92 ns, solver 48.94 ns, thin layer 47.24 ns
time (ns), charge (uC/cm2) with 120 steps, 240 steps, extrapolated
      0.0 0.2584 0.2584 0.2584
      8.6 0.5859 0.5867 0.5875
     31.9 1.2034 1.2071 1.2108
     95.1 1.9227 1.9293 1.9360
    266.9 2.3143 2.3175 2.3208
    733.3 2.4004 2.4009 2.4014
   2000.0 2.4085 2.4086 2.4086
time to 63.2 % of the charge rise 57.9 ns
time-step error ratio on halving 1.96
lowest c during charging 0.2277 mM
free energy change -0.4065 uJ/cm2
final charge 2.4090 uC/cm2
  Poisson-Boltzmann 2.4082 uC/cm2
grid error ratio 61 to 121 nodes 3.99
final cation: wall 185.5 mM, middle 8.378 mM
  ratio 22.1468, Boltzmann 22.1468
  max log error per link 1e-12
drop: diffuse 0.0795 V, compact 0.1205 V per electrode
explicit step limit 8.2e-04 ns, largest step used 49.5 ns
lagged growth per 50 ns step, symmetric pattern: -5.526, formula -5.525
late potential change per 50 ns step: lagged 85.50, coupled 9e-07 kT/e
  lagged: charge jump / final charge 0.000, lowest c 4.5e-03 (relative)
  lagged, step 1.11 ns: 2e-05 kT/e, charge 2.4082 uC/cm2
C_S halved: final charge 1.4500 uC/cm2
wall field: diffuse 0.349 MV/cm, compact 3.4 MV/cm (0.35 nm)
image energy at 0.35 nm 0.51 kT (size)
ln activity coefficient: bulk -0.119, wall -0.362
ion volume fraction at wall 2.4 % (0.6 nm ions)
permittivity at wall field 76.8 (rough)
leak of 10 mA/cm2 over the run 0.83 % of charge
heating, upper bound 0.023 K
bath at 323 K, D +2 %/K: rates x 1.65 (rough)
all good
```
